# The wavelength of step meandering under one-sided attachment: test program

```python
"""Meandering of one-sided steps fed by terrace diffusion (Bales-Zangwill).
Result under test: the fastest in-phase meander has wavelength
    4 pi sqrt(D ceq G / (F L))   when that wavelength is much larger than L.
D: adatom diffusion coefficient, ceq: equilibrium adatom number per area,
G: capillary length = site_area * stiffness / (k T), F: deposited atoms per
area and time, L: terrace width. Scaled quantities: x = q L (q = wavenumber),
B = D ceq G / (F L^3), growth rates in units of site_area * F.
"""
import numpy as np
import sympy as sp
from scipy import constants
from scipy.optimize import brentq

# Dispersion relation of the in-phase mode, and its derivative
xs, bs = sp.symbols("x B", positive=True)
rate_expr = xs*sp.tanh(xs) - 1 + 1/sp.cosh(xs) - bs*xs**3*sp.tanh(xs)
rate = sp.lambdify((xs, bs), rate_expr, "numpy")
rate_slope = sp.lambdify((xs, bs), sp.diff(rate_expr, xs), "numpy")


def long_wave_x(B):
    """Scaled wavenumber belonging to the simple wavelength formula."""
    wavelength_over_L = 4*np.pi*np.sqrt(B)
    return 2*np.pi/wavelength_over_L


def full_optimum(B):
    """Scaled wavenumber at the maximum of the full dispersion relation."""
    guess = long_wave_x(B)
    return brentq(rate_slope, 0.9*guess, 1.3*guess, args=(B,),
                  xtol=1e-15, rtol=1e-14)


def chebyshev(m):
    """Nodes from 1 down to 0 and the differentiation matrix on them."""
    j = np.arange(m + 1)
    y = np.cos(np.pi*j/m)
    w = np.ones(m + 1)
    w[0] = w[-1] = 2
    w = w*(-1.0)**j
    diff = y[:, None] - y[None, :]
    mat = np.outer(w, 1/w)/(diff + np.eye(m + 1))
    mat -= np.diag(mat.sum(axis=1))
    return (1 + y)/2, 2*mat


def direct_rate(x, B, phase=0.0, two_sided=False, eps=2e-3):
    """Solve diffusion on a terrace with curved edges, without linearizing.
    Lengths in L; field u = (c - ceq) D/(F L^2).
    Returns complex growth rate and mean step velocity over site_area*F*L."""
    n, m = 11, 14
    X = 2*np.pi/x*np.arange(n)/n
    k = np.fft.fftfreq(n, 1/n)*x
    d_per = np.real(np.fft.ifft(1j*k[:, None]*np.fft.fft(np.eye(n), axis=0),
                                axis=0))
    s, d_s = chebyshev(m)

    def edge(shift):
        a = x*X + shift
        z, z1, z2 = eps*np.cos(a), -eps*x*np.sin(a), -eps*x*x*np.cos(a)
        return z, z1, -z2/(1 + z1**2)**1.5

    front, front1, front_curv = edge(0.0)
    back, back1, back_curv = edge(phase)
    width = 1 + back - front
    s_x = -(front1[:, None] + s[None, :]*(back1 - front1)[:, None])
    s_x = (s_x/width[:, None]).ravel()
    DS = np.kron(np.eye(n), d_s)
    Dx = np.kron(d_per, np.eye(m + 1)) + s_x[:, None]*DS
    Dz = DS/np.repeat(width, m + 1)[:, None]
    matrix = Dx @ Dx + Dz @ Dz
    rhs = -np.ones(n*(m + 1))
    i_back = np.arange(n)*(m + 1)
    i_front = i_back + m
    unit = np.eye(n*(m + 1))
    front_flux = Dz[i_front] - front1[:, None]*Dx[i_front]
    back_flux = Dz[i_back] - back1[:, None]*Dx[i_back]
    matrix[i_front], rhs[i_front] = unit[i_front], B*front_curv
    if two_sided:
        matrix[i_back], rhs[i_back] = unit[i_back], B*back_curv
    else:
        matrix[i_back], rhs[i_back] = back_flux, 0.0
    u = np.linalg.solve(matrix, rhs)
    velocity = front_flux @ u
    if two_sided:  # used for in-phase steps, where all terraces are alike
        velocity = velocity - back_flux @ u
    return 2*np.mean(velocity*np.exp(-1j*x*X))/eps, velocity.mean()


def peak_position(func, guess):
    """Maximum of a smooth function from a polynomial through samples."""
    t = np.linspace(-0.2, 0.2, 9)
    values = np.array([func(guess*(1 + ti)) for ti in t])
    slope = np.polyder(np.polyfit(t, values/np.abs(values).max(), 6))
    return guess*(1 + brentq(lambda y: np.polyval(slope, y), -0.2, 0.2))


def moving_rate(x, peclet, cover, cap):
    """Linear rate with time derivative, step motion and swept-up adatoms.
    Units L = D = site_area = 1: peclet = site_area F L^2/D,
    cover = site_area*ceq, cap = G/L. Rate returned in site_area*F."""
    V = peclet
    c_back = cover - 1 + (cover - 1 - 1/V)*np.expm1(-V)
    c_front = cover*cap*x*x - V*(1 - cover)
    w = 0.0
    for _ in range(60):
        root = np.sqrt(V*V/4 + x*x + w)
        r = np.array([-V/2 + root, -V/2 - root])
        system = np.array([[1.0, 1.0], (r + V)*np.exp(r)])
        amp = np.linalg.solve(system, [c_front, V - w*c_back])
        new = (np.dot(r + V, amp) - V)/(1 - cover)
        change, w = abs(new - w), new
    assert change < 1e-10*V
    return w/V


# Expansion for small x
series = sp.expand(sp.series(rate_expr, xs, 0, 8).removeO())
assert sp.simplify(series.coeff(xs, 2) - sp.Rational(1, 2)) == 0
assert sp.simplify(series.coeff(xs, 4) + bs + sp.Rational(1, 8)) == 0
assert sp.simplify(series.coeff(xs, 6) - sp.Rational(7, 144) - bs/3) == 0

# Dispersion relation against the curved-edge solver, with phase shifts
worst = 0.0
for x in (0.3, 1.0, 2.0):
    for B in (0.05, 2.0):
        for phase in (0.0, 1.0, np.pi):
            found, mean_v = direct_rate(x, B, phase)
            expected = rate(x, B) + (np.exp(1j*phase) - 1)/np.cosh(x)
            error = abs(found - expected)/(1 + abs(expected))
            worst = max(worst, error)
            assert error < 1e-4  # finite amplitude enters as eps^2
            assert abs(mean_v - 1) < 1e-6

# Worked example: round model parameters
site_area, L, layer_rate = 0.0625, 10.0, 0.02   # nm^2, nm, 1/s
D, cover, G, T = 1e6, 1e-4, 0.4, 600.0          # nm^2/s, 1, nm, K
F, ceq = layer_rate/site_area, cover/site_area
B = D*ceq*G/(F*L**3)
lam = 4*np.pi*np.sqrt(D*ceq*G/(F*L))
kT_meV = constants.k*T/constants.e*1e3
stiffness = G*kT_meV/site_area
peclet = site_area*F*L**2/D

x_direct = peak_position(lambda x: direct_rate(x, B)[0].real, long_wave_x(B))
lam_direct = 2*np.pi*L/x_direct
x_full = full_optimum(B)
lam_full = 2*np.pi*L/x_full
assert abs(lam_direct/lam - 1) < 1e-3
assert abs(lam_direct/lam_full - 1) < 2e-4
peak = direct_rate(x_direct, B)[0].real
assert abs(peak/rate(x_full, B) - 1) < 1e-3
x_neutral = brentq(rate, 1.1*x_full, 2*x_full, args=(B,))
assert direct_rate(0.97*x_neutral, B)[0].real > 0
assert direct_rate(1.03*x_neutral, B)[0].real < 0

# In-phase meander is fastest; two-sided attachment removes the instability
phase_rates = [direct_rate(x_full, B, p)[0].real for p in (0, np.pi/2, np.pi)]
assert phase_rates[0] > phase_rates[1] > phase_rates[2]
for x in (x_full, 1.5):
    sym = direct_rate(x, B, two_sided=True)[0].real
    assert abs(sym + 2*B*x**3*np.tanh(x/2)) < 1e-4*(1 + abs(sym))
sym_rate = direct_rate(x_full, B, two_sided=True)[0].real
assert sym_rate < 0

# Range of validity of the simple formula
sweep = [100.0, 2.0, 0.5, 0.1, 0.05, 0.01, 1e-4]
ratios = [long_wave_x(b)/full_optimum(b) for b in sweep]
fine = np.array([long_wave_x(b)/full_optimum(b)
                 for b in np.geomspace(0.01, 10, 60)])
assert np.all(np.diff(fine) > 0)
assert abs(ratios[-1] - np.sqrt(3)/2) < 1e-6
large_B_coefficient = (1 - ratios[0])*sweep[0]**2
assert abs(large_B_coefficient*1280 - 1) < 0.02
for b in sweep:  # the stationary point is the global maximum
    grid = np.linspace(0.01, 4, 4000)*long_wave_x(b)
    assert rate(grid, b).max() <= rate(full_optimum(b), b) + 1e-12
x_short = peak_position(lambda x: direct_rate(x, 0.05)[0].real,
                        long_wave_x(0.05))
ratio_short = long_wave_x(0.05)/x_short
assert abs(ratio_short - ratios[4]) < 1e-3

# Quasi-static approximation: example, then a much faster and denser case
x_moving = peak_position(lambda x: moving_rate(x, peclet, cover, G/L), x_full)
dev_example = abs(x_full/x_moving - 1)
assert dev_example < 5*(peclet + cover)
fast = (0.02, 0.05, 0.8)  # same B as in the example
assert abs(fast[1]*fast[2]/fast[0] - B) < 1e-9
x_fast = peak_position(lambda x: moving_rate(x, *fast), x_full)
dev_fast = abs(x_full/x_fast - 1)
assert dev_example < dev_fast < 5*(fast[0] + fast[1])

print(f"site area = {site_area:.4f} nm^2")
print(f"terrace width L = {L:.1f} nm")
print(f"deposition rate site_area*F = {layer_rate:.3f} layers/s")
print(f"flux F = {F:.3f} nm^-2 s^-1")
print(f"diffusion coefficient D = {D:.1e} nm^2/s")
print(f"equilibrium coverage site_area*ceq = {cover:.1e}")
print(f"equilibrium density ceq = {ceq:.2e} nm^-2")
print(f"capillary length G = {G:.2f} nm")
print(f"temperature = {T:.0f} K, kT = {kT_meV:.2f} meV")
print(f"step stiffness = {stiffness:.1f} meV/nm")
print(f"step velocity = {site_area*F*L:.3f} nm/s")
print(f"B = D ceq G/(F L^3) = {B:.4f}")
print(f"site_area F L^2/D = {peclet:.2e}")
print(f"largest supersaturation F L^2/(2 D ceq) = {F*L**2/(2*D*ceq):.4f}")
print(f"wavelength, simple formula = {lam:.2f} nm")
print(f"wavelength, full dispersion = {lam_full:.2f} nm")
print(f"wavelength, curved-edge solver = {lam_direct:.2f} nm")
print(f"wavelength / terrace width = {lam/L:.2f}")
print(f"q L at optimum = {x_full:.4f}")
print(f"neutral wavelength, long-wave = {lam/np.sqrt(2):.2f} nm")
print(f"neutral wavelength, full = {2*np.pi*L/x_neutral:.2f} nm")
print(f"peak rate/(site_area F), long-wave = {1/(16*B):.5f}")
print(f"peak rate/(site_area F), full = {rate(x_full, B):.5f}")
print(f"peak rate/(site_area F), solver = {peak:.5f}")
print(f"e-fold time, full = {1/(layer_rate*rate(x_full, B)):.1f} s")
print(f"layers per e-fold, full = {1/rate(x_full, B):.2f}")
for name, value in zip(("0", "pi/2", "pi"), phase_rates):
    print(f"solver rate/(site_area F), phase {name} = {value:.5f}")
print(f"two-sided rate/(site_area F), same q = {sym_rate:.5f}")
for b, r in zip(sweep, ratios):
    print(f"B = {b:g}: full/simple wavelength = {r:.7f}")
print(f"B = 0.05, solver/simple wavelength = {ratio_short:.5f}")
print(f"(1 - ratio) B^2 at B = 100: {large_B_coefficient:.4e}")
print(f"1/1280 = {1/1280:.4e}, sqrt(3)/2 = {np.sqrt(3)/2:.7f}")
print(f"largest scaled error of dispersion relation = {worst:.1e}")
print(f"quasi-static wavelength error, example = {dev_example:.1e}")
print(f"fast case: site_area F L^2/D = {fast[0]}, coverage = {fast[1]}")
print(f"quasi-static wavelength error, fast case = {dev_fast:.1e}")
print("every check passed")
```

Output:

```
site area = 0.0625 nm^2
terrace width L = 10.0 nm
deposition rate site_area*F = 0.020 layers/s
flux F = 0.320 nm^-2 s^-1
diffusion coefficient D = 1.0e+06 nm^2/s
equilibrium coverage site_area*ceq = 1.0e-04
equilibrium density ceq = 1.60e-03 nm^-2
capillary length G = 0.40 nm
temperature = 600 K, kT = 51.70 meV
step stiffness = 330.9 meV/nm
step velocity = 0.200 nm/s
B = D ceq G/(F L^3) = 2.0000
site_area F L^2/D = 2.00e-06
largest supersaturation F L^2/(2 D ceq) = 0.0100
wavelength, simple formula = 177.72 nm
wavelength, full dispersion = 177.68 nm
wavelength, curved-edge solver = 177.68 nm
wavelength / terrace width = 17.77
q L at optimum = 0.3536
neutral wavelength, long-wave = 125.66 nm
neutral wavelength, full = 124.38 nm
peak rate/(site_area F), long-wave = 0.03125
peak rate/(site_area F), full = 0.03063
peak rate/(site_area F), solver = 0.03063
e-fold time, full = 1632.5 s
layers per e-fold, full = 32.65
solver rate/(site_area F), phase 0 = 0.03063
solver rate/(site_area F), phase pi/2 = -0.90995
solver rate/(site_area F), phase pi = -1.85053
two-sided rate/(site_area F), same q = -0.03095
B = 100: full/simple wavelength = 0.9999999
B = 2: full/simple wavelength = 0.9998136
B = 0.5: full/simple wavelength = 0.9973867
B = 0.1: full/simple wavelength = 0.9641481
B = 0.05: full/simple wavelength = 0.9244470
B = 0.01: full/simple wavelength = 0.8687119
B = 0.0001: full/simple wavelength = 0.8660254
B = 0.05, solver/simple wavelength = 0.92444
(1 - ratio) B^2 at B = 100: 7.8051e-04
1/1280 = 7.8125e-04, sqrt(3)/2 = 0.8660254
largest scaled error of dispersion relation = 1.0e-05
quasi-static wavelength error, example = 9.7e-05
fast case: site_area F L^2/D = 0.02, coverage = 0.05
quasi-static wavelength error, fast case = 5.5e-02
every check passed
```
